# Hydrogen Passivation with Simultaneous Dissociation: Relaxation Rate and Residual Active Fraction: test program

```python
"""
Result under test: interface sites switch between active and passivated.
  kp : passivation probability per second of an active site
  kd : dissociation probability per second of a passivated site
  f  : active fraction, with initial value f0
Claim: f(t) = f_inf + (f0 - f_inf) exp(-lam t),
       lam = kp + kd,  f_inf = kd / (kp + kd).
The claim is compared with random switching of individual sites, with the
two-state rate matrix, and with numerical integration of the balance equation.
"""
import numpy as np
from scipy.integrate import solve_ivp
from scipy.linalg import expm
from scipy.optimize import brentq

site_density = 1.0e12   # cm^-2
kp = 4.0e-3             # s^-1
kd = 1.0e-3             # s^-1


def formula_fraction(t, f0, kp, kd):
    plateau = kd / (kp + kd)
    return plateau + (f0 - plateau) * np.exp(-(kp + kd) * t)


def rate_matrix(kp, kd):
    """Columns: from active, from passivated. Rows: to active, to passivated."""
    return np.array([[-kp, kd], [kp, -kd]])


def matrix_fraction(t, f0, kp, kd):
    return (expm(rate_matrix(kp, kd) * t) @ np.array([f0, 1.0 - f0]))[0]


def simulate_sites(start_active, sample_times, window, n_sites, rng):
    """Random dwell times; returns active fractions and passivation events."""
    active = np.full(n_sites, start_active)
    clock = np.zeros(n_sites)
    counts = np.zeros(len(sample_times))
    events = 0
    end = max(max(sample_times), window[1])
    while clock.min() < end:
        mean_dwell = np.where(active, 1.0 / kp, 1.0 / kd)
        next_switch = clock + rng.exponential(mean_dwell)
        for j, s in enumerate(sample_times):
            counts[j] += np.sum(active & (clock <= s) & (s < next_switch))
        in_window = (next_switch >= window[0]) & (next_switch < window[1])
        events += np.sum(active & in_window)
        clock = next_switch
        active = ~active
    return counts / n_sites, events


def three_point(f1, f2, f3, spacing):
    rate = -np.log((f3 - f2) / (f2 - f1)) / spacing
    plateau = (f1 * f3 - f2**2) / (f1 + f3 - 2.0 * f2)
    return rate, plateau


lam = kp + kd
f_inf = kd / lam
print(f"site density N0: {site_density:.2e} cm^-2")
print(f"passivation rate kp: {kp:.3e} s^-1")
print(f"dissociation rate kd: {kd:.3e} s^-1")
print(f"relaxation rate kp+kd: {lam:.3e} s^-1")
print(f"time constant 1/(kp+kd): {1 / lam:.1f} s")
print(f"residual active fraction: {f_inf:.4f}")
print(f"residual active density: {f_inf * site_density:.3e} cm^-2")

# Rate matrix: nonzero eigenvalue, stationary state, and full time course
for p, d in [(kp, kd), (2 * kp, kd), (kd, kp), (kp, 0.0), (0.0, kd)]:
    values, vectors = np.linalg.eig(rate_matrix(p, d))
    still = np.argmin(abs(values))
    stationary = vectors[:, still] / vectors[:, still].sum()
    assert abs(-values.min() - (p + d)) < 1e-14
    assert abs(stationary[0] - d / (p + d)) < 1e-12
    for f0 in (0.0, 0.6, 1.0):
        for t in (50.0, 200.0, 700.0):
            difference = matrix_fraction(t, f0, p, d) - formula_fraction(t, f0, p, d)
            assert abs(difference) < 1e-12

# Random switching of individual sites, from both extreme starts
rng = np.random.default_rng(12345)
n_sites = 200000
times = [100.0, 200.0, 400.0, 1000.0]
window = (2000.0, 2200.0)
turnover = kp * kd / lam
print(f"simulated sites per start: {n_sites}")
for start_active in (True, False):
    fractions, events = simulate_sites(start_active, times, window, n_sites, rng)
    name = "all active" if start_active else "all passivated"
    for t, simulated in zip(times, fractions):
        expected = formula_fraction(t, float(start_active), kp, kd)
        sigma = np.sqrt(expected * (1 - expected) / n_sites)
        assert abs(simulated - expected) < 5 * sigma
        print(f"{name}, t={t:.0f} s: formula {expected:.4f}, simulated {simulated:.4f}")
    expected_events = n_sites * turnover * (window[1] - window[0])
    assert abs(events - expected_events) < 5 * np.sqrt(expected_events)
    measured_turnover = events / n_sites / (window[1] - window[0])
    print(f"{name}, simulated late turnover per site: {measured_turnover:.3e} s^-1")
print(f"formula turnover per site, each direction: {turnover:.3e} s^-1")
print(f"turnover per area, each direction: {turnover * site_density:.2e} cm^-2 s^-1")

# Passivation alone would give a different course
print(f"passivation alone, fraction at 200 s: {matrix_fraction(200.0, 1.0, kp, 0.0):.4f}")

# Initial slopes by finite difference
step = 1.0e-3
slope_active = (matrix_fraction(step, 1.0, kp, kd) - 1.0) / step
slope_passivated = matrix_fraction(step, 0.0, kp, kd) / step
assert abs(slope_active / (-kp) - 1) < 1e-5
assert abs(slope_passivated / kd - 1) < 1e-5
print(f"initial slope, all active: {slope_active:.3e} s^-1")
print(f"initial slope, all passivated: {slope_passivated:.3e} s^-1")

# Recover both rates from three readings of the integrated balance equation
spacing = 150.0
solution = solve_ivp(lambda t, f: -kp * f + kd * (1 - f), (0, 2 * spacing), [1.0],
                     t_eval=[0, spacing, 2 * spacing], rtol=1e-11, atol=1e-13)
readings = solution.y[0]
found_rate, found_plateau = three_point(*readings, spacing)
found_kd = found_rate * found_plateau
found_kp = found_rate * (1 - found_plateau)
assert abs(found_rate / lam - 1) < 1e-7
assert abs(found_plateau / f_inf - 1) < 1e-7
assert abs(found_kp / kp - 1) < 1e-7 and abs(found_kd / kd - 1) < 1e-7
print(f"spacing of readings: {spacing:.0f} s")
print("three readings: " + ", ".join(f"{value:.6f}" for value in readings))
print(f"recovered relaxation rate: {found_rate:.4e} s^-1")
print(f"recovered plateau: {found_plateau:.4f}")
print(f"recovered kp: {found_kp:.4e} s^-1")
print(f"recovered kd: {found_kd:.4e} s^-1")

# Time to come within a chosen distance of the plateau
distance = 0.01
waiting_time = np.log((1 - f_inf) / distance) / lam
root_time = brentq(lambda t: matrix_fraction(t, 1.0, kp, kd) - f_inf - distance, 1, 3000)
assert abs(waiting_time - root_time) < 1e-6
print(f"time to within {distance:.2f} of plateau: {waiting_time:.1f} s")

# Doubled hydrogen supply, with kp proportional to supply
print(f"doubled supply, relaxation rate: {2 * kp + kd:.3e} s^-1")
print(f"doubled supply, residual fraction: {kd / (2 * kp + kd):.4f}")

# Two equally large site classes with different dissociation rates
class_kd = np.array([0.2e-3, 1.8e-3])


def mixed_fraction(t):
    return np.mean([matrix_fraction(t, 1.0, kp, d) for d in class_kd])


mixed_plateau = np.mean(class_kd / (kp + class_kd))
assert abs(np.mean(class_kd) - kd) < 1e-15
assert abs(mixed_fraction(1.0e4) - mixed_plateau) < 1e-10
assert abs(mixed_plateau - f_inf) > 0.01
early_rate = three_point(*[mixed_fraction(t) for t in (0, 150, 300)], 150)[0]
late_rate = three_point(*[mixed_fraction(t) for t in (900, 1050, 1200)], 150)[0]
assert late_rate < 0.98 * early_rate
print(f"two classes, kd values: {class_kd[0]:.1e}, {class_kd[1]:.1e} s^-1")
print(f"two classes, plateau: {mixed_plateau:.4f}")
print(f"two classes, apparent rate 0-300 s: {early_rate:.3e} s^-1")
print(f"two classes, apparent rate 900-1200 s: {late_rate:.3e} s^-1")

# Finite hydrogen reservoir: binding removes one unit, dissociation returns it
reservoir_plateaus = []
for units_per_site in (1.0, 100.0):
    def balance(t, f, R=units_per_site):
        return -kp * f * (R - 1 + f) / R + kd * (1 - f)
    run = solve_ivp(balance, (0, 2.0e4), [1.0], method="LSODA", rtol=1e-10, atol=1e-12)
    R = units_per_site
    linear = kp * (R - 1) / R + kd
    root = (-linear + np.sqrt(linear**2 + 4 * kp * kd / R)) / (2 * kp / R)
    assert abs(run.y[0, -1] - root) < 1e-7
    reservoir_plateaus.append(root)
    print(f"reservoir of {R:.0f} units per site, plateau: {root:.4f}")
assert abs(reservoir_plateaus[0] - f_inf) > 0.1
assert abs(reservoir_plateaus[1] - f_inf) < 0.002

print("every check passed")
```

Printed output:

```
site density N0: 1.00e+12 cm^-2
passivation rate kp: 4.000e-03 s^-1
dissociation rate kd: 1.000e-03 s^-1
relaxation rate kp+kd: 5.000e-03 s^-1
time constant 1/(kp+kd): 200.0 s
residual active fraction: 0.2000
residual active density: 2.000e+11 cm^-2
simulated sites per start: 200000
all active, t=100 s: formula 0.6852, simulated 0.6838
all active, t=200 s: formula 0.4943, simulated 0.4933
all active, t=400 s: formula 0.3083, simulated 0.3077
all active, t=1000 s: formula 0.2054, simulated 0.2055
all active, simulated late turnover per site: 7.982e-04 s^-1
all passivated, t=100 s: formula 0.0787, simulated 0.0787
all passivated, t=200 s: formula 0.1264, simulated 0.1275
all passivated, t=400 s: formula 0.1729, simulated 0.1734
all passivated, t=1000 s: formula 0.1987, simulated 0.2010
all passivated, simulated late turnover per site: 7.936e-04 s^-1
formula turnover per site, each direction: 8.000e-04 s^-1
turnover per area, each direction: 8.00e+08 cm^-2 s^-1
passivation alone, fraction at 200 s: 0.4493
initial slope, all active: -4.000e-03 s^-1
initial slope, all passivated: 1.000e-03 s^-1
spacing of readings: 150 s
three readings: 1.000000, 0.577893, 0.378504
recovered relaxation rate: 5.0000e-03 s^-1
recovered plateau: 0.2000
recovered kp: 4.0000e-03 s^-1
recovered kd: 1.0000e-03 s^-1
time to within 0.01 of plateau: 876.4 s
doubled supply, relaxation rate: 9.000e-03 s^-1
doubled supply, residual fraction: 0.1111
two classes, kd values: 2.0e-04, 1.8e-03 s^-1
two classes, plateau: 0.1790
two classes, apparent rate 0-300 s: 4.910e-03 s^-1
two classes, apparent rate 900-1200 s: 4.455e-03 s^-1
reservoir of 1 units per site, plateau: 0.3904
reservoir of 100 units per site, plateau: 0.2013
every check passed
```
